# Dipole Force and Its Heating from Dressed-State Energies and Populations, part 2

A two-level atom at rest at $x$ in a standing light wave feels a fluctuating dipole force. We seek its momentum diffusion and heating. The real Rabi frequency is $\Omega(x)$, the detuning $\Delta=\omega_L-\omega_0$, the decay rate $\Gamma$; a prime on a function of position denotes $d/dx$. In the rotating frame

$$H=-\hbar\Delta\,|e\rangle\langle e|+\frac{\hbar\Omega(x)}{2}\,X,\qquad \hat F=-\frac{\hbar\Omega'}{2}\,X,$$

with $X=|e\rangle\langle g|+|g\rangle\langle e|$, $Y=i|e\rangle\langle g|-i|g\rangle\langle e|$, $Z=|g\rangle\langle g|-|e\rangle\langle e|$. Their averages $x_b,y_b,z_b$ follow from the master equation, which includes decay:

$$\dot x_b=-\Delta y_b-\tfrac{\Gamma}{2}x_b,\quad
\dot y_b=\Delta x_b-\Omega z_b-\tfrac{\Gamma}{2}y_b,\quad
\dot z_b=\Omega y_b-\Gamma(z_b-1).$$

The steady values are $x_b=\Delta\Omega/M$, $y_b=-\Gamma\Omega/(2M)$, $z_b=L/M$, where $L=\Delta^2+\Gamma^2/4$, $M=L+\Omega^2/2$. Also $G=\sqrt{\Omega^2+\Delta^2}$, $s=\Omega^2/(2L)$, $s_0=\Omega^2/(2\Delta^2)$. The mean force $F$ derives from $U=(\hbar\Delta/2)\ln(1+s)$.

If $C(\tau)$ is the force covariance at separation $\tau$, the momentum $\delta p$ received obeys, at long times,

$$\frac{d}{dt}\mathrm{Var}\,\delta p=2D,\qquad D=\int_0^\infty C(\tau)\,d\tau .$$

The secular approximation, for $G\gg\Gamma$, drops coherences between the eigenstates $|\pm\rangle$ of $H$ (dressed states). The force is then $f_\pm=\mp\hbar G'/2$, with $G'=\Omega\Omega'/G$. Jumps $+\to-$ and $-\to+$ have rates $R_\downarrow=\Gamma\sin^4\theta$ and $R_\uparrow=\Gamma\cos^4\theta$, where $\sin2\theta=\Omega/G$, $\cos2\theta=\Delta/G$. With $R=R_\uparrow+R_\downarrow$, the populations are $\Pi_+=R_\uparrow/R$, $\Pi_-=R_\downarrow/R$, and

$$D_{\rm jump}=(\hbar G')^2\,\frac{\Pi_+\Pi_-}{R},$$

$$D_{\rm jump}=\frac{\hbar^2\Omega'^2}{2\Gamma}\left(\frac{s_0}{1+s_0}\right)^3 .$$

The example has $\Omega(x)=\Omega_0\cos kx$, $\Delta=-20\,\Gamma$, $\Omega_0=80\,\Gamma$, $kx=\pi/4$. Thus $\Omega=56.57\,\Gamma$, $\Omega'=-56.57\,k\Gamma$, $G=60\,\Gamma$, $G'=-53.33\,k\Gamma$, $\Pi_+=0.2$, $\Pi_-=0.8$. The well depth between node and antinode is $21.97\,\hbar\Gamma$.

The first half tested its force formulas for four parameter sets, with both signs of $\Delta$ and some with $G$ only a few times $\Gamma$ or less.

**High intensity.** For $s_0\gg1$, $D_{\rm jump}\to\hbar^2\Omega'^2/(2\Gamma)$. The mean force becomes small compared with the force in either state, but the fluctuation does not: two opposite forces with equal weights cancel in the mean and not in the variance.

**Low intensity.** For $s_0\ll1$ the result falls as $\Omega'^2s_0^3$. One factor $s_0$ comes from $G'^2\approx\Omega^2\Omega'^2/\Delta^2=2s_0\Omega'^2$. The other two come from the population of the rarely occupied state, which is about $(\Omega/2\Delta)^4=s_0^2/4$.

**Numbers.** At the example point $(G')^2=53.33^2\,k^2\Gamma^2$. The relaxation time is $1/R=1/(0.4444+0.1111)=1.80$ in units of $1/\Gamma$. Then

$$D_{\rm jump}=2844\times0.2\times0.8\times1.80=819\ \hbar^2k^2\Gamma .$$

The formula in $s_0$ gives the same: $(3200/2)(4/5)^3=819.2$.

### What the jump picture leaves out

At very low intensity dressed jumps become so rare that another source of noise takes over. Even in the ground state, the dipole operator $X$ has zero mean and $X^2=1$, so the force has quantum fluctuations. They oscillate at about $|\Delta|$ and largely average out, but damping leaves a small contribution at zero frequency. It resides in the coherences that the jump picture drops.

To include it, use the symmetrized covariance, since $(\delta p)^2$ contains both orders of $\hat F(t_1)\hat F(t_2)$:

$$C(\tau)=\left(\frac{\hbar\Omega'}{2}\right)^2c_x(\tau),\qquad
c_i(\tau)=\tfrac12\langle X(0)r_i(\tau)+r_i(\tau)X(0)\rangle-x_b\langle r_i\rangle ,$$

where $r_i$ stands for $X$, $Y$ or $Z$. By the regression theorem, which rests on the same memoryless coupling to the vacuum as the master equation, the two-time averages obey the Bloch equations with the constant term $\Gamma$ multiplied by $x_b$. Subtracting $x_b\langle r_i\rangle$ removes that constant. The $c_i$ therefore obey the homogeneous equations

$$\dot c_x=-\Delta c_y-\tfrac{\Gamma}{2}c_x,\quad
\dot c_y=\Delta c_x-\Omega c_z-\tfrac{\Gamma}{2}c_y,\quad
\dot c_z=\Omega c_y-\Gamma c_z .$$

Since $X^2=1$, and $X$ anticommutes with $Y$ and with $Z$, the initial values are $1-x_b^2$, $-x_by_b$ and $-x_bz_b$.

Let $J_i=\int_0^\infty c_i\,d\tau$. Each $c_i$ decays to zero, so the integral of $\dot c_i$ is $-c_i(0)$:

$$-\tfrac{\Gamma}{2}J_x-\Delta J_y=-(1-x_b^2),$$

$$\Delta J_x-\Omega J_z-\tfrac{\Gamma}{2}J_y=x_by_b,$$

$$\Omega J_y-\Gamma J_z=x_bz_b .$$

The third equation gives $J_z=(\Omega J_y-x_bz_b)/\Gamma$. Inserted in the second, with $K=\Gamma/2+\Omega^2/\Gamma$, it yields

$$\Delta J_x-KJ_y=x_by_b-\frac{\Omega x_bz_b}{\Gamma}.$$

Multiply by $\Delta$ and replace $\Delta J_y$ by $1-x_b^2-\Gamma J_x/2$ from the first equation. The coefficient of $J_x$ is $\Delta^2+K\Gamma/2=\Delta^2+\Gamma^2/4+\Omega^2/2=M$, so

$$MJ_x=K(1-x_b^2)+\Delta x_by_b-\frac{\Delta\Omega x_bz_b}{\Gamma}.$$

At $\Delta=0$ the multiplication is not allowed, but there the first equation gives $J_x=2/\Gamma$ at once, and the formula agrees because $x_b=0$ and $K/M=2/\Gamma$.

Now insert the steady values: $x_b^2=\Delta^2\Omega^2/M^2$, $\Delta x_by_b=-\Gamma\Delta^2\Omega^2/(2M^2)$ and $\Delta\Omega x_bz_b=\Delta^2\Omega^2L/M^2$. Two equal terms proportional to $\Gamma$ combine, and

$$MJ_x=\frac{\Gamma}{2}-\frac{\Gamma\Delta^2\Omega^2}{M^2}
+\frac{\Omega^2}{\Gamma M^2}\left[M^2-\Delta^2(L+\Omega^2)\right].$$

Because $M^2=L(L+\Omega^2)+\Omega^4/4$ and $L-\Delta^2=\Gamma^2/4$, the square bracket equals $\Gamma^2(L+\Omega^2)/4+\Omega^4/4$. With $D=(\hbar\Omega'/2)^2J_x$,

$$D=\frac{\hbar^2\Omega'^2}{4M}\left\{\frac{\Gamma}{2}-\frac{\Gamma\Delta^2\Omega^2}{M^2}
+\frac{\Omega^2[\Gamma^2(L+\Omega^2)+\Omega^4]}{4\Gamma M^2}\right\}.$$

### Limits of the full diffusion coefficient

**Secular limit.** When the term $\Omega^6/(4\Gamma M^2)$ dominates the braces and $M\approx(2\Delta^2+\Omega^2)/2$,

$$D\approx\frac{\hbar^2\Omega'^2\Omega^6}{16\Gamma M^3}
=\frac{\hbar^2\Omega'^2}{2\Gamma}\frac{\Omega^6}{(2\Delta^2+\Omega^2)^3},$$

which is $D_{\rm jump}$.

**Weak-field limit.** For $\Omega\to0$ at fixed $\Gamma$ and $\Omega'$, the first term in the braces survives and $M\to L$:

$$D\to\frac{\hbar^2\Omega'^2\,\Gamma}{8L}.$$

For $|\Delta|\gg\Gamma$ this equals the low-intensity jump result $\hbar^2\Omega'^2s_0^3/(2\Gamma)$ when $s_0^3=\Gamma^2/(4\Delta^2)$. For $|\Delta|\gg\Gamma$, where $G\gg\Gamma$ holds automatically, the jump formula thus needs the further condition $s_0^3\gg\Gamma^2/(4\Delta^2)$. The two conditions together suffice, but $G\gg\Gamma$ is not always necessary: as $\Delta\to0$ at fixed $\Omega$, the jump formula and the full one both tend to $\hbar^2\Omega'^2/(2\Gamma)$, even for $G<\Gamma$. For $\Delta=-20\,\Gamma$ the crossover lies at $s_0=0.0855$.

A calculation at $\Omega_0=0.40\,\Gamma$ shows the failure below it: the master equation gives $2.5\times10^{-5}$, the jump formula $4.0\times10^{-14}$, both in $\hbar^2k^2\Gamma$. Here $G\gg\Gamma$ holds well, so a large $G$ alone does not justify the jump formula for the noise, although it does justify the secular mean force.

**Resonance.** At $\Delta=0$, $J_x=2/\Gamma$ and $D=\hbar^2\Omega'^2/(2\Gamma)$ for any $\Omega$. The mean dipole force vanishes there, but its noise remains.

**Numbers.** At the example point, with frequencies in units of $\Gamma$, $M=400.25+1600=2000.25$. The three terms in the braces are $0.50$, $-0.32$ and $2048.2$. Their sum, multiplied by $3200/(4\times2000.25)$, gives $D=819.25\,\hbar^2k^2\Gamma$. The jump result differs from it by less than one part in $10^4$.

### A check through the momentum distribution

The diffusion coefficient can also be found without a correlation function. Take the element of the density matrix between the positions $x+u/2$ and $x-u/2$. To first order in $u$, $H(x\pm u/2)=H\mp u\hat F/2$, so the commutator becomes

$$-\frac{i}{\hbar}\left[H(x+\tfrac u2)\rho-\rho H(x-\tfrac u2)\right]
=-\frac{i}{\hbar}[H,\rho]+\frac{\chi}{2}(\hat F\rho+\rho\hat F),\qquad \chi=\frac{iu}{\hbar}.$$

A momentum $p$ contributes the factor $e^{ipu/\hbar}=e^{\chi p}$ to this element. Its trace over the internal states, divided by the initial value of that trace, is thus $\langle e^{\chi\delta p}\rangle$, which at long times varies in proportion to $e^{\lambda(\chi)t}$, where $\lambda$ is the leading eigenvalue of the modified master equation. Expanding the logarithm of the average in $\chi$ gives $\lambda'(0)=F$ and $\lambda''(0)=2D$.

This route gives $819.26\,\hbar^2k^2\Gamma$ in the example. For the four parameter sets of the first half, it was tested against the steady force of the master equation and the full formula for the diffusion, and the corresponding two-state version against $D_{\rm jump}$. The tolerance was $3\times10^{-4}$ relative to these reference values, which allows for the finite steps in $\chi$.

### Emission recoil

Photons are emitted at the rate $\Gamma\rho_{ee}$, where

$$\rho_{ee}=\frac{1-z_b}{2}=\frac{s}{2(1+s)} .$$

Each emission changes the momentum along $x$ by at most $\hbar k$. If these kicks are independent and have zero mean, they add at most $\hbar^2k^2\Gamma\rho_{ee}$ per unit time to the variance, so their contribution to $D$ is at most $\hbar^2k^2\Gamma\rho_{ee}/2$. In the example this bound is $0.200\,\hbar^2k^2\Gamma$, some four thousand times below the dipole diffusion. The bound saturates at $\hbar^2k^2\Gamma/4$ for $s\gg1$, whereas the dipole part keeps growing with $\Omega'^2$.

### From diffusion to heating

For an atom of mass $m$, the variance of the momentum contributes $\mathrm{Var}\,p/(2m)$ to the mean kinetic energy. Diffusion therefore heats at the rate

$$\frac{1}{2m}\,2D=\frac{D}{m}.$$

To attach a scale, choose the round model values $\Gamma/2\pi=5.0$ MHz, a wavelength of 800 nm and a mass of 100 u. The recoil frequency $\omega_r=\hbar k^2/(2m)$ is then $6.235\times10^{-4}\,\Gamma$. Since $\hbar^2k^2/m=2\hbar\omega_r$,

$$\frac Dm=2(6.235\times10^{-4})(819.3)\,\hbar\Gamma^2=1.02\,\hbar\Gamma^2 .$$

At this rate the well depth of $21.97\,\hbar\Gamma$ is gained in $21.97/1.02=21.5$ units of $1/\Gamma$. Converted, the depth is $5.27$ mK times the Boltzmann constant, the heating rate is $7.7$ mK per microsecond in the same measure, and the time is $0.68$ microseconds.

This time compares two scales and is not a trapping lifetime. The rate belongs to $kx=\pi/4$; at an antinode $\Omega'=0$, and this diffusion vanishes. The motion also limits the estimate. An atom whose kinetic energy equals the depth $U_0$ has $v^2=2U_0/m$, so

$$kv=2\sqrt{\omega_rU_0/\hbar}=2\sqrt{6.235\times10^{-4}\times21.97}\ \Gamma=0.234\,\Gamma .$$

During the relaxation time $1.80/\Gamma$ it advances by $0.42$ radian of the standing wave, which is not small. Its populations then lag behind their local steady values, and the mean force acquires a dependence on velocity that the treatment of an atom at rest omits. For these parameters the effect is not a small correction, and it heats rather than damps: at a constant $kv=0.234\,\Gamma$ the time-dependent master equation gives a force along the motion of about $2.2\,\hbar k\Gamma$, averaged over the standing wave. This is a power of about $0.5\,\hbar\Gamma^2$, half the value of $D/m$ above.

### Raising the intensity

With $\Delta=-20\,\Gamma$ and $kx=\pi/4$ held fixed, the master equation gives the following values. The depth $U_0$ is in $\hbar\Gamma$ and $D$ in $\hbar^2k^2\Gamma$.

| $\Omega_0/\Gamma$ | $U_0$ | $D$ |
|---:|---:|---:|
| 20 | 4.05 | 0.83 |
| 40 | 10.98 | 50.05 |
| 80 | 21.97 | 819 |
| 160 | 34.96 | 5336 |
| 320 | 48.59 | 24440 |
| 640 | 62.40 | 101200 |

In the first row the local $s_0$ is $0.25$, and the jump formula gives $(200/2)(0.2)^3=0.80$. The remaining few per cent come from the terms that this formula drops: the full expression gives $0.83$.

Between the first two rows $D$ grows about sixtyfold for a fourfold intensity. The jump formula gives a slightly larger factor, $62.5$, because it is a few per cent low in the first row: $\Omega'^2$ supplies a factor of 4, and the change of $s_0/(1+s_0)$ from $0.2$ to $0.5$ supplies $2.5^3\approx15.6$.

Between the last two rows the cubic factor is nearly saturated. The intensity again rises fourfold and $D$ grows by a factor of $4.14$, while the depth increases by $13.8\,\hbar\Gamma$, close to the limiting step $(|\Delta|/2)\hbar\ln4=13.9\,\hbar\Gamma$. At a fixed place with $\Omega'\ne0$ and at high saturation, the noise thus grows in proportion to the intensity and the depth only logarithmically. Over the range of the table, the time $mU_0/D$ to gain the depth at the local rate therefore becomes shorter as the light is made stronger. In very weak light it is nearly constant, because the depth and the diffusion are then both proportional to the intensity.

Increasing $|\Delta|$ at fixed $\Omega_0$ acts the other way. Once $|\Delta|\gg\Gamma$ and the light is weak in the sense $s_0^3\ll\Gamma^2/(4\Delta^2)$, the depth falls as $1/|\Delta|$ and the dipole diffusion as $1/\Delta^2$, so $mU_0/D$ at a given place grows in proportion to $|\Delta|$. Emission recoil must then be included. Its bound, $\hbar^2k^2\Gamma s/4=\hbar^2k^2\Gamma\Omega^2/(8L)$ for $s\ll1$, also falls as $1/\Delta^2$ and at $kx=\pi/4$ equals the weak-field dipole part. The actual contribution is the bound times the mean squared cosine of the emission direction with the $x$ axis, a factor of order one. The numerical output lists the values used here; in it the letter G stands for the decay rate $\Gamma$, not for the generalized Rabi frequency $G$.

## Computed values

```
Units: G = decay rate, hbar and k explicit
detuning                          -20.0 G
Rabi frequency at antinode        80.0 G
position k x                      0.7854 rad
local Rabi frequency              56.569 G
local Rabi gradient               -56.569 k G
generalized Rabi frequency        60.000 G
saturation s                      3.9975
secular saturation s0             4.0000
dressed energy plus               40.000 hbar G
dressed energy minus              -20.000 hbar G
jump rate plus to minus           0.4444 G
jump rate minus to plus           0.1111 G
population plus                   0.2000
population minus                  0.8000
population relaxation time        1.8000 /G
force in state plus               26.667 hbar k G
force in state minus              -26.667 hbar k G
secular mean force                -16.00000 hbar k G
full force, population part       -15.99911 hbar k G
full force, coherence part        0.00111 hbar k G
full mean force                   -15.99800 hbar k G
local potential U                 -16.089 hbar G
local mean dressed energy         -8.000 hbar G
well depth from formula           21.9667 hbar G
well depth from work integral     21.9667 hbar G
D from master equation            819.26 hbar^2 k^2 G
D from full formula               819.25 hbar^2 k^2 G
D from dressed-state jumps        819.20 hbar^2 k^2 G
upper bound on emission recoil D  0.200 hbar^2 k^2 G
s0 where jump and weak D match    0.0855
weak test: antinode Rabi freq.    0.40 G
weak test: D master equation      2.497e-05 hbar^2 k^2 G
weak test: D jump formula         3.999e-14 hbar^2 k^2 G
model decay rate / 2 pi           5.0 MHz
model wavelength                  800 nm
model mass                        100 u
recoil frequency                  6.235e-04 G
local heating rate D/mass         1.0216 hbar G^2
time to gain well depth           21.50 /G
k v at kinetic energy = depth     0.234 G
converted: well depth / k_B       5.271 mK
converted: heating rate / k_B     7.701 mK/us
converted: time to gain depth     0.684 us
Scan: antinode Rabi (G), antinode s, depth (hbar G), D at same x (hbar^2 k^2 G)
    20.0     0.500     4.053         0.83
    40.0     1.999    10.982        50.05
    80.0     7.995    21.967       819.26
   160.0    31.980    34.959      5335.73
   320.0   127.920    48.592     24436.37
   640.0   511.680    62.397    101208.45
```
